\section*{Centre thermal resistance of a uniformly heated square on a half-space}

\section{Result and conventions}

In a model of silicon with unlimited depth, a square surface heat source of side $10\,\mu$m, dissipating 50 mW, reaches half of its final centre temperature rise in $0.081\,\mu$s, but needs $282\,\mu$s to reach 99\% of it. The final rise is 18.7 K at the centre and half of that, 9.35 K, at each corner. These numbers are derived below. A die of finite thickness settles sooner if its base is held at a fixed temperature, as Section 6 shows. If the package lets the base warm up, a much slower rise follows.

A body fills $z>0$ and has constant, isotropic conductivity $k$. Power $P$ enters through a surface square of side $a$ with uniform flux $q=P/a^2$. No heat crosses the rest of the surface. $T$ denotes the temperature rise above the distant body, so $T\to0$ far away. In the steady state
\begin{equation}
R_{\rm c}\equiv\frac{T(\text{centre})}{P}
=\frac{2\ln(1+\sqrt2)}{\pi k a}=\frac{0.5611}{ka}.
\label{main}
\end{equation}
The logarithm is natural. $R_{\rm c}$ is the centre rise per watt of total power. The mean rise per watt is a different quantity, given in Section 3. For brevity, $L=\ln(1+\sqrt2)=0.8814$.

\section{Derivation}

\subsection{The boundary problem}

Energy conservation and Fourier's law require
\begin{equation}
\nabla^2T=0\ (z>0),\qquad
-k\,\partial_zT\big|_{z=0}=
\begin{cases}q&\text{inside the square}\\0&\text{outside.}\end{cases}
\end{equation}
The solution is unique. The difference $w$ of two bounded solutions has zero surface flux, so its even extension to $z<0$ is harmonic in all space. By the maximum principle $|w|$ inside a sphere is no larger than its maximum on the sphere. That maximum tends to zero as the sphere grows, hence $w=0$.

\subsection{Point source and superposition}

Let power $P$ enter at one surface point. In steady state it crosses every hemisphere of radius $r$, whose area is $2\pi r^2$:
\begin{equation}
-k\,2\pi r^2\frac{dT}{dr}=P
\quad\Rightarrow\quad T=\frac{P}{2\pi kr}.
\label{point}
\end{equation}
The integration constant vanishes because $T\to0$ far away. The flow is radial, so none of it crosses the surface $z=0$ away from the source. An area element $dA$ of the square supplies $q\,dA$. Since the equations are linear,
\begin{equation}
T=\frac{q}{2\pi k}\int\frac{dA}{s},
\label{super}
\end{equation}
where $s$ is the distance from the element to the field point.

The flux of this field must agree with the prescribed one. At depth $z$, $-\partial_z(1/s)=z/s^3$, so
\begin{equation}
-k\,\partial_zT=\frac{q}{2\pi}\int\frac{z}{s}\,\frac{dA}{s^2}
=\frac{q\,\Omega}{2\pi}.
\end{equation}
Here $z/s$ is the cosine between the line of sight and the surface normal, and $\Omega$ is the solid angle of the square seen from the field point. As $z\to0$ below an interior point, the square fills a hemisphere, $\Omega\to2\pi$, and the flux is $q$. Outside, $\Omega\to0$. Equation (\ref{super}) is therefore the required solution.

\subsection{The integral at the centre}

In polar coordinates about the centre, $dA/s=r\,dr\,d\varphi/r=dr\,d\varphi$, so the singularity cancels. The square consists of eight equal right triangles. In one of them $0<\varphi<\pi/4$, and $r$ runs to the side $x=a/2$, that is, to $(a/2)\sec\varphi$. Thus
\begin{align}
\int\frac{dA}{r}&=8\int_0^{\pi/4}\frac a2\sec\varphi\,d\varphi
=4a\Big[\ln(\sec\varphi+\tan\varphi)\Big]_0^{\pi/4}=4aL.
\end{align}
The antiderivative holds because the derivative of $\sec\varphi+\tan\varphi$ is $\sec\varphi$ times itself. Substitution in (\ref{super}) with $q=P/a^2$ gives
\begin{equation}
T(\text{centre})=\frac{P}{2\pi ka^2}\,4aL=\frac{2LP}{\pi ka},
\end{equation}
which is (\ref{main}). At fixed power $R_{\rm c}\propto1/a$; at fixed flux the rise grows as $a$.

As a test, the integral was replaced by a sum over $400^2$ and $800^2$ equal cells, and the error linear in cell size was removed by extrapolation. This gives $kaR_{\rm c}=0.561100$, equal to the formula in all printed digits.

\section{Other points and shapes}

\subsection{Rectangles and the surface profile}

For a rectangle $b\times c$ seen from a corner, the diagonal makes an angle $\varphi_0$ with side $b$, where $\tan\varphi_0=c/b$. The triangle ending at $x=b$ contributes
\begin{equation}
b\int_0^{\varphi_0}\sec\varphi\,d\varphi
=b\ln\!\left(\sqrt{1+c^2/b^2}+c/b\right)=b\,{\rm arsinh}(c/b).
\end{equation}
The other triangle follows by exchanging $b$ and $c$, so
\begin{equation}
I(b,c)=b\,{\rm arsinh}(c/b)+c\,{\rm arsinh}(b/c).
\end{equation}
Any point inside a heated rectangle splits it into four such rectangles. For coordinates $(x,y)$ from the centre of the square,
\begin{equation}
T(x,y)=\frac{q}{2\pi k}\sum_{i,j=\pm1}
I\!\left(\frac a2+ix,\frac a2+jy\right).
\end{equation}
At a corner of the square the integral is $I(a,a)=2aL$, half of the centre value $4aL$. This is the factor of two between 18.7 K and 9.35 K.

The centre is the hottest point. Moving the field point by $x_0$ changes the integral over one coordinate to
\begin{equation}
F(x_0)=\int_{x_0-a/2}^{x_0+a/2}f(u)\,du,\qquad
f(u)=\frac1{\sqrt{u^2+v^2}},
\end{equation}
with $v\ne0$ the separation in the other coordinate. Its derivative is $f(x_0+a/2)-f(x_0-a/2)$. For $x_0>0$ the first argument is larger in magnitude, and $f$ decreases with $|u|$, so the derivative is negative. The same holds for $y$. Going below the surface lengthens every $s$ and also lowers $T$.

For a heated rectangle $b\times c$, four quarters of size $b/2\times c/2$ meet at the centre. Their sum is $4I(b/2,c/2)=2I(b,c)$, and $q=P/(bc)$, hence
\begin{equation}
R_{\rm c}=\frac1{\pi k}\left[\frac{{\rm arsinh}(c/b)}{c}
+\frac{{\rm arsinh}(b/c)}{b}\right].
\label{rect}
\end{equation}
For a long stripe, $c\gg b$, the first arsinh tends to $\ln(2c/b)$ and the second to $b/c$, so $R_{\rm c}\simeq[\ln(2c/b)+1]/(\pi kc)$. At fixed length, the width then enters through a logarithm.

\subsection{Mean rise}

The mean of (\ref{super}) over the square, divided by $P=qa^2$, is $R_{\rm m}=J/(2\pi ka^4)$, where $J$ is the integral of $1/s$ over all pairs of points in the square. A coordinate difference $u$ between two points on a side occurs with weight $a-|u|$. The four sign combinations are equal, and so are the two triangles on either side of $u=v$. In polar coordinates, with $\rho=a\sec\varphi$,
\begin{align}
J&=4\int_0^a\!\!\int_0^a\frac{(a-u)(a-v)}{\sqrt{u^2+v^2}}\,du\,dv\nonumber\\
&=8\int_0^{\pi/4}\!d\varphi\int_0^{\rho}
(a-r\cos\varphi)(a-r\sin\varphi)\,dr\nonumber\\
&=8\int_0^{\pi/4}\!\left[a^2\rho-\frac{a\rho^2}{2}(\cos\varphi+\sin\varphi)
+\frac{\rho^3}{3}\cos\varphi\sin\varphi\right]d\varphi\nonumber\\
&=8a^3\int_0^{\pi/4}\left[\frac{\sec\varphi}{2}
-\frac{\sec\varphi\tan\varphi}{6}\right]d\varphi\nonumber\\
&=a^3\left[4L-\tfrac43(\sqrt2-1)\right].
\end{align}
The last step uses $\int\sec\varphi\tan\varphi\,d\varphi=\sec\varphi$. Therefore
\begin{equation}
R_{\rm m}=\frac{2L-\frac23(\sqrt2-1)}{\pi ka}=\frac{0.4732}{ka},
\end{equation}
which is 84\% of $R_{\rm c}$. A sensor that averages over the square should be compared with $R_{\rm m}$.

A disc of equal area has radius $r_0=a/\sqrt\pi$ and $\int dA/r=2\pi r_0$, so its centre resistance is $1/(\sqrt\pi\,ka)=0.5642/(ka)$, 0.55\% above that of the square.

\section{Switching on}

\subsection{Centre temperature as a function of time}

Let the flux start at $t=0$ in a body at uniform temperature. The diffusivity is $\alpha=k/C$, with $C$ the heat capacity per volume. Heat $Q$ released at a surface point produces, a time $s$ later (from here $s$ is a time), the rise
\begin{equation}
\frac{2Q}{C(4\pi\alpha s)^{3/2}}\,e^{-r^2/4\alpha s}.
\label{pulse}
\end{equation}
This is the Gaussian solution for infinite space, doubled because all the heat stays in half of the space. It is even in $z$, so the surface flux vanishes. Integration over the square gives two equal factors,
\begin{equation}
\int_{-a/2}^{a/2}e^{-x^2/4\alpha s}dx
=\sqrt{4\pi\alpha s}\;{\rm erf}\!\left(\frac{a}{4\sqrt{\alpha s}}\right).
\end{equation}
With $q\,ds$ released per area in each interval $ds$, and $1/C=\alpha/k$,
\begin{align}
T(t)&=\int_0^t\frac{2q\alpha}{k\sqrt{4\pi\alpha s}}\,
{\rm erf}^2\!\left(\frac{a}{4\sqrt{\alpha s}}\right)ds\nonumber\\
&=\frac{2q}{k\sqrt\pi}\int_0^{\sqrt{\alpha t}}
{\rm erf}^2\!\left(\frac{a}{4u}\right)du,\qquad u=\sqrt{\alpha s}.
\label{time}
\end{align}
The second form has a smooth integrand and suits numerical quadrature.

For a constant point source, integrate (\ref{pulse}) over time with $Q=P\,ds$ and $v=r/(2\sqrt{\alpha s})$. Then $(4\pi\alpha s)^{3/2}=\pi^{3/2}r^3/v^3$ and $|ds|=r^2dv/(2\alpha v^3)$, so
\begin{equation}
T=\frac{P}{\pi^{3/2}kr}\int_{r/2\sqrt{\alpha t}}^\infty e^{-v^2}dv
=\frac{P}{2\pi kr}\,{\rm erfc}\!\left(\frac{r}{2\sqrt{\alpha t}}\right).
\label{erfc}
\end{equation}
As $t\to\infty$ this becomes (\ref{point}), so (\ref{time}) must tend to (\ref{main}). Numerical quadrature of (\ref{time}) to infinite time gives $kaT/P=0.561100$, as required.

By linearity, a pulse of length $t_{\rm p}$ produces $T(t)-T(t-t_{\rm p})$ for $t>t_{\rm p}$.

\subsection{Early and late limits}

For $\sqrt{\alpha t}\ll a/4$ the error function is close to 1 and
\begin{equation}
T\simeq\frac{2q}{k}\sqrt{\frac{\alpha t}{\pi}}.
\label{early}
\end{equation}
The centre has not yet felt the edges, and heat flows straight down.

At late times ${\rm erf}(x)\simeq2x/\sqrt\pi$, so ${\rm erf}^2(a/4u)\simeq a^2/(4\pi u^2)$. The part still missing from the final rise is
\begin{equation}
T(\infty)-T(t)\simeq\frac{2q}{k\sqrt\pi}\,\frac{a^2}{4\pi}
\int_{\sqrt{\alpha t}}^\infty\frac{du}{u^2}
=\frac{P}{2\pi^{3/2}k\sqrt{\alpha t}}.
\end{equation}
Relative to the final rise $2LP/(\pi ka)$, this is
\begin{equation}
\delta=\frac{a}{4\sqrt\pi\,L\sqrt{\alpha t}}=0.160\,\frac{a}{\sqrt{\alpha t}}.
\label{late}
\end{equation}
The missing part equals the point-source rise at $r=\sqrt{\pi\alpha t}$: the body beyond roughly that radius has still to warm up. A deficit ten times smaller takes a hundred times longer, so no single exponential time constant describes the curve.

\section{Worked example}

The square models a bipolar transistor on bulk silicon near 300 K. The inputs, chosen near the values for silicon, are $k=1.5$ W/(cm\,K) and $C=1.65$ J/(cm$^3$\,K), which give $\alpha=0.909$ cm$^2$/s. The digits of the results below belong to these inputs. With $a=10\,\mu{\rm m}=10^{-3}$ cm,
\begin{equation}
R_{\rm c}=\frac{0.5611}{1.5\times10^{-3}}\ \frac{\rm K}{\rm W}=374\ {\rm K/W},
\qquad T=374\times0.050=18.7\ {\rm K}.
\end{equation}
The mean rise is $0.8433\times18.70=15.8$ K. The flux is 50 kW/cm$^2$.

The time scale is $a^2/\alpha=1.10\,\mu$s. Half the final rise requires, from (\ref{early}), $2\sqrt{\alpha t/\pi}/a=0.2806$, or $t=0.068\,\mu$s. The full integral gives $0.081\,\mu$s, later because sideways flow already cools the centre. For 90\%, (\ref{late}) gives $\sqrt{\alpha t}=1.60\,a$ and $t=2.8\,\mu$s; the full integral gives $2.79\,\mu$s. For 99\%, $\sqrt{\alpha t}=16.0\,a=160\,\mu$m, hence $282\,\mu$s. The numerical output lists these values.

\section{Where the model bends}

\subsection{Finite die thickness}

Let the base at depth $d\gg a$ be held at $T=0$, and let the die be much wider than $d$. Reflecting the source with a change of sign in the base, and without one in the top surface, gives images at $z=\pm2jd$ with signs $(-1)^j$. At the centre their distances are nearly $2jd$, so
\begin{equation}
\Delta R=\frac{1}{2\pi k}\,2\sum_{j=1}^\infty\frac{(-1)^j}{2jd}
=-\frac{\ln2}{2\pi kd}.
\end{equation}
A cosine-series solution for $d=5a$, with squares repeated every $40a$, gives $kaR=0.53906$; the formula gives 0.53904. For a $300\,\mu$m die the change in the example is $-0.66\%$.

This small change matters for settling. In the die, 99\% of the final value is $0.99\times0.9934=0.9835$ of the half-space value. Equation (\ref{late}) with $\delta=0.0165$ then gives about $100\,\mu$s instead of $282\,\mu$s. The base has not yet acted by then: $\sqrt{\alpha t}$ is about $100\,\mu$m, and the first image, $600\,\mu$m away, carries the factor ${\rm erfc}(3)\sim10^{-5}$ from (\ref{erfc}).

\subsection{Heat released below the surface}

If the heated sheet lies at depth $h$, the adiabatic surface adds an equal image at distance $2h$ from the sheet. Each source now feeds a full space, with $P/(4\pi kr)$ per point. With $\eta=2h$ and $\rho=(a/2)\sec\varphi$, the image integral at the sheet centre is
\begin{align}
8\int_0^{\pi/4}\!\left(\sqrt{\rho^2+\eta^2}-\eta\right)d\varphi
&\simeq4aL-2\pi\eta+4\eta^2\int_0^{\pi/4}\frac{d\varphi}{\rho}\nonumber\\
&=4aL-4\pi h+16\sqrt2\,\frac{h^2}{a}.
\end{align}
Adding the sheet's own $4aL$ and multiplying by $1/(4\pi ka^2)$ gives
\begin{equation}
R\simeq R_{\rm c}-\frac{h}{ka^2}+\frac{4\sqrt2\,h^2}{\pi ka^3}.
\end{equation}
The first correction is the drop $qh/k$ across a layer that the heat no longer has to cross. For $h=0.5\,\mu$m the terms are $-8.9\%$ and $+0.8\%$ of $R_{\rm c}$; the unexpanded integral gives $-8.1\%$.

\subsection{Temperature-dependent conductivity}

Let $\Theta$ be the absolute temperature, $T_0$ its value far away, and $k=k_0(\Theta/T_0)^{-n}$. Define $\psi=\int_{T_0}^{\Theta}(k/k_0)\,d\Theta'$. Then $k\nabla\Theta=k_0\nabla\psi$, so in steady state $\psi$ obeys the original problem with constant $k_0$, and $\psi=PR_{\rm c}$ at the centre. Integrating and solving for $\Theta$, with $n\ne1$,
\begin{equation}
\Theta=T_0\left[1+(1-n)\frac{\psi}{T_0}\right]^{1/(1-n)}.
\end{equation}
For the rough value $n=1.3$ and $\psi=18.70$ K, $\Theta=300\,(0.9813)^{-3.333}$ K. The rise becomes 19.5 K, 4.2\% above the constant-$k$ value.

\subsection{Phonons, metal and air}

Let $C_{\rm h}$ be the heat capacity per volume of the phonons that carry most of the heat; it is smaller than the full $C$. Kinetic theory with one mean free path $\Lambda$ and speed $v$ gives $k=C_{\rm h}v\Lambda/3$. One-way emission through a plane carries $C_{\rm h}v/4$ per area and kelvin. The associated resistance is
\begin{equation}
R_{\rm b}=\frac{4}{C_{\rm h}va^2}=\frac{4\Lambda}{3ka^2}.
\end{equation}
For a rough $\Lambda=0.3\,\mu$m this is 27 K/W, or 7\% of $R_{\rm c}$. The formula describes an emitting square with $a\ll\Lambda$. For $a\gg\Lambda$ the extra resistance is about half as large, near 4\% of $R_{\rm c}$ here. Both figures refer to the temperature of the emitting surface; for $a\gg\Lambda$ the local temperature in the silicon just below it exceeds the Fourier value by less than 1\% of the rise in this one-free-path model. Silicon phonons have a broad range of free paths, so this is an estimate of size and should not be added as a correction. Since $R_{\rm b}/R_{\rm c}\propto\Lambda/a$, the same estimate gives 24\% at $a=3\,\mu$m and 71\% at $1\,\mu$m; even half of these values exceeds 10\%. Fourier's law is therefore already doubtful for squares of a few micrometres.

A metal strip of width $w$, thickness $t_{\rm m}$ and conductivity $k_{\rm m}$ on oxide ($t_{\rm ox}$, $k_{\rm ox}$) obeys $k_{\rm m}wt_{\rm m}T''=(k_{\rm ox}w/t_{\rm ox})T$ if the silicon beneath is cold. Its solution $e^{-x/\ell}$ has $\ell=\sqrt{k_{\rm m}t_{\rm m}t_{\rm ox}/k_{\rm ox}}$, and the strip draws $g=k_{\rm m}wt_{\rm m}/\ell$ per kelvin. For $w=10\,\mu$m, both thicknesses $0.5\,\mu$m, and conductivities 2.0 and 0.014 W/(cm\,K), $\ell=6.0\,\mu$m and $g=0.167$ mW/K. In parallel with $R_{\rm c}$, $gR_{\rm c}=0.063$ lowers the resistance by 5.9\%. This is an upper bound. The silicon within $6\,\mu$m is in fact warm, the foot of the strip is cooler than the centre, and the heat drawn re-enters the silicon beside the square. With these couplings included, the centre rise falls by only about 1.5 to 3\%, depending on whether the foot is at the edge or the centre temperature.

For air cooling with film coefficient 10 W/(m$^2$\,K), the ratio of film coefficient times $a$ to $k$ is $7\times10^{-7}$. Air cools the whole warm surface, so the size of the die is the safer length to use; even 5 mm in place of $a$ gives only $3\times10^{-4}$, which is negligible here.

\subsection{Use for real devices}

The example's conductivity and die thickness are ordinary for bulk silicon; the power is a round choice, such as 5 mA at 10 V. The effects on the steady resistance sized above have different signs, and for the inputs assumed the largest are about 8\%. At 10 V the collector depletion layer can be about a micrometre thick and release its heat deeper than assumed; $h=0.7\,\mu$m already gives $-11\%$. The early transient is more sensitive: the time to half of the final rise grows from $0.081\,\mu$s to about $0.10\,\mu$s for $h=0.5\,\mu$m and $0.11\,\mu$s for $h=0.7\,\mu$m. The second and third digits of 374 K/W therefore describe the model and not a device. Elongated emitters call for (\ref{rect}). Heavy doping and isolation trenches raise the resistance; a conductivity lower by 10\% throughout raises it by 11\%. A much larger error can arise if the body is not uniform. A buried oxide $0.5\,\mu$m thick, crossed straight down by the same flux, would add $t_{\rm ox}/(k_{\rm ox}a^2)\approx3600$ K/W, nearly ten times $R_{\rm c}$, if the silicon film above it were very thin. Sideways flow in the film reduces this, and strongly so when the film is a micrometre or more thick. The package resistance must be added separately, because $T$ is counted from the die base. A poorly conducting die attach does not keep the base isothermal, and the $-0.66\%$ thickness correction can then shrink or change sign; for a wide die on $25\,\mu$m of epoxy with conductivity 2 W/(m\,K) it is about $+0.3\%$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ln(1+sqrt2)                         0.881374
k a R centre, formula               0.561100
k a R centre, cell sum              0.561100
k a R centre, time integral         0.561100
k a R slab d=5a, modes              0.539061
k a R slab d=5a, formula            0.539036
k a R mean over square              0.473201
k a R corner                        0.280550
k a R centre, equal-area disc       0.564190
mean / centre                       0.8433
disc / square, centre               1.0055
side                                10.0 um
power                               50.0 mW
base temperature                    300.0 K
conductivity                        1.50 W/(cm K)
heat capacity                       1.65 J/(cm^3 K)
diffusivity                         0.909 cm^2/s
flux                                50.0 kW/cm^2
centre resistance                   374.1 K/W
centre rise                         18.70 K
mean rise                           15.77 K
corner rise                         9.35 K
time scale a^2/alpha                1.100 us
time to 50 % of final rise          0.081 us
time to 90 % of final rise          2.79 us
time to 99 % of final rise          282 us
sqrt(alpha t) at 99 %               160 um
die thickness                       300 um
change of R, finite die             -0.66 %
heat release depth                  0.50 um
change of R, buried heat            -8.12 %
exponent n in k ~ T^-n              1.30
centre rise with k(T)               19.49 K
change of rise, k(T)                4.19 %
phonon mean free path               0.30 um
ballistic resistance, estimate      26.7 K/W
ballistic / centre resistance       7.1 %
strip width                         10.0 um
strip thickness                     0.50 um
oxide thickness                     0.50 um
metal conductivity                  2.00 W/(cm K)
oxide conductivity                  0.0140 W/(cm K)
strip decay length                  5.98 um
strip conductance                   0.1673 mW/K
change of R, one strip, estimate    -5.9 %
air film coefficient                10 W/(m^2 K)
air cooling ratio film*a/k          6.7e-07
\end{verbatim}
